\section*{Least-Squares Fock-Matrix Extrapolation: Truncation Error against Noise Amplification}

\section{Two stored matrices and a straight line}

A molecular dynamics run on a mean-field energy surface solves a self-consistent field (SCF) problem at every time step. Let $F(t)$ be one element of the converged Fock matrix in a fixed set of atomic orbitals that move with the atoms. The new step is at $t=0$, and the past ones are at $t=-jh$, $j=1,2,\dots$. With two past values, a straight line predicts
\begin{equation}
F_{\rm pred}=2F(-h)-F(-2h).
\end{equation}
Insert $F(-h)=F-hF'+\tfrac12h^2F''+\dots$ and $F(-2h)=F-2hF'+2h^2F''+\dots$, with derivatives at $t=0$. The terms in $F'$ cancel, and
\begin{equation}
F(0)-F_{\rm pred}=h^2F''+O(h^3).
\end{equation}
Reusing the last matrix unchanged would leave an error $hF'$ to leading order, so the line gains one power of $h$.

The stored values are not perfect, because each SCF cycle stops at a finite threshold. If they carry independent errors of zero mean and variance $\sigma^2$, the prediction inherits the variance $(2^2+1^2)\sigma^2=5\sigma^2$. The line has reduced one error and enlarged another.

Extrapolating $F$ avoids a constraint that binds the density matrix $P$. In an orthonormal basis $P$ must satisfy $P^2=P$, which a linear combination of projectors generally violates. A real linear combination of symmetric Fock matrices is again an admissible symmetric matrix. Diagonalizing it, with the overlap matrix of the new geometry if the basis is not orthonormal, gives a proper density with the right electron number. This concerns admissibility, not accuracy: an extrapolated $P$ that is not idempotent can still be used to build a Fock matrix, and which route gives the closer guess depends on the system.

\section{The naive improvement and its fault}

The obvious next move is a polynomial of higher degree $M$ through the latest $n=M+1$ points. Define the backward difference $\nabla F(t)=F(t)-F(t-h)$. A polynomial of degree below $n$ has $\nabla^nF=0$, so the prediction solves
\begin{equation}
\sum_{k=0}^{n}(-1)^k\binom nk F(-kh)=0
\;\Rightarrow\; w_j=(-1)^{j+1}\binom nj ,
\end{equation}
where $F_{\rm pred}=\sum_jw_jF(-jh)$. The truncation error is $\nabla^nF(0)$, of order $h^n$. The noise variance is multiplied by
\begin{equation}
\sum_{j=1}^n\binom nj^2=\binom{2n}{n}-1 ,
\end{equation}
which is 5 for $n=2$, 69 for $n=4$ and 923 for $n=6$. Each added degree buys a factor of order $h$ in truncation and pays in noise. The fault lies in using as many data as coefficients: every stored error is then fitted as if it were motion.

\section{More data than coefficients}

Keep the degree $M$ but fit $N\ge n$ past points by least squares. With $V_{jk}=j^k$, $k=0,\dots,M$, the coefficients $a$ obey $V^TVa=V^Tf$, where $f_j=F(-jh)$. The fitted value at $j=0$ is $a_0$, so with $e_0=(1,0,\dots,0)^T$
\begin{equation}
w=V(V^TV)^{-1}e_0 .
\end{equation}
Two properties follow: $w_j$ is a polynomial in $j$ of degree at most $M$, since $w$ is a combination of columns of $V$; and $V^Tw=e_0$, that is
\begin{equation}
\sum_{j=1}^Nw_jj^k=\delta_{k0},\qquad k=0,\dots,M. \label{moments}
\end{equation}
They fix $w$ uniquely. The difference of two solutions has the form $u=Vc$ with $V^Tu=0$, hence $u^Tu=c^TV^Tu=0$.

Any other rule satisfying \eqref{moments} is $w+u$ with $V^Tu=0$. Because $w$ lies in the column space of $V$, $w^Tu=0$ and $|w+u|^2=|w|^2+|u|^2$. Least squares therefore gives the smallest white-noise amplification among linear rules on these $N$ points that reproduce degree $M$.

\section{The weights in closed form}

Collect the error coefficients in $d_0=1$, $d_j=-w_j$. By \eqref{moments} they annihilate polynomials of degree up to $M$. Try an $n$-th difference of a finite sequence $b_i$ that vanishes outside $0\le i\le N-n$:
\begin{equation}
d_j=\sum_{k=0}^n(-1)^k\binom nk b_{j-k}. \label{diff}
\end{equation}
This has the annihilation property, since summing $d_jp(j)$ produces $n$-th differences of $p$.

It remains to make $d_j$ a polynomial of degree $M=n-1$ for $1\le j\le N$. An $n$-th difference lowers the degree by $n$, so $b_i$ should be the values of a polynomial $B$ of degree $2n-1$. For these $j$, the indices $j-k$ run from $1-n$ to $N$. Outside the support of $b$ this range contains $-1,\dots,-(n-1)$ and $N-n+1,\dots,N$, which are $2n-1$ places where $B$ must vanish. These zeros fix $B$ up to a factor, and $d_0=b_0=1$ fixes the factor:
\begin{equation}
B(x)=\frac{\prod_{m=1}^{n-1}(x+m)}{(n-1)!}\,
\frac{\prod_{m=0}^{n-1}(N-m-x)}{n!}\binom Nn^{-1}.
\end{equation}
At the integers in the support,
\begin{equation}
b_i=\binom{i+n-1}{n-1}\binom{N-i}{n}\binom Nn^{-1}\ge0,
\quad
w_j=-\sum_{k=0}^n(-1)^k\binom nk b_{j-k}. \label{weights}
\end{equation}
By uniqueness these are the least-squares weights.

For $M=1$, $N=4$, the sequence is $b=(1,1,\tfrac12)$. Equation \eqref{diff} gives $d_1=1-2=-1$, $d_2=\tfrac12-2+1=-\tfrac12$, $d_3=-1+1=0$ and $d_4=\tfrac12$, so $w=(1,\tfrac12,0,-\tfrac12)$. The noise variance factor is $1+\tfrac14+\tfrac14=1.5$, against 5 for the two-point line.

\section{The price and the gain}

\subsection*{Truncation}
For exact data, \eqref{diff} turns the error into
\begin{equation}
E=F(0)-\sum_jw_jF(-jh)=\sum_{i=0}^{N-n}b_i\nabla^nF(-ih).
\end{equation}
Since $\nabla F(t)=\int_0^hF'(t-s)\,ds$, repeating the step shows that $\nabla^nF(t)$ is $h^n$ times an average of $F^{(n)}$ over $[t-nh,t]$. The $b_i$ are non-negative, so the whole sum is a weighted average too. For real $F$ with continuous $F^{(n)}$,
\begin{equation}
E=\kappa h^nF^{(n)}(\xi),\qquad -Nh\le\xi\le0,\qquad \kappa=\sum_ib_i. \label{trunc}
\end{equation}
The point $\xi$ may differ between matrix elements.

To find $\kappa$, choose $2n$ of $N+n$ places in a row. If the $n$-th chosen place is number $i+n$, there are $\binom{i+n-1}{n-1}$ choices to its left and $\binom{N-i}{n}$ to its right. Summing over $i$ gives $\binom{N+n}{2n}$, hence
\begin{equation}
\kappa=\frac{\binom{N+n}{2n}}{\binom Nn}
=\frac{(N+n)!\,n!}{N!\,(2n)!}
=\frac{\binom{N+n}{n}}{\binom{2n}{n}} .
\end{equation}

\subsection*{Noise}
Independent stored errors of variance $\sigma^2$ give the prediction a variance $\sigma^2G$, $G=\sum_jw_j^2$. Let $q(x)=-\sum_k(-1)^k\binom nkB(x-k)$ be the polynomial with $q(j)=w_j$. The rule reproduces polynomials of degree $M$, so $G=\sum_jw_jq(j)=q(0)$. At $x=0$ the terms $k=1,\dots,n-1$ vanish at zeros of $B$. The two others contain $B(0)=1$ and
\begin{equation}
B(-n)=(-1)^{n-1}\binom{N+n}{n}\binom Nn^{-1}.
\end{equation}
The sign comes from the $n-1$ negative factors $(1-n),\dots,(-1)$. Thus $q(0)=-1-(-1)^nB(-n)$, or
\begin{equation}
G=\frac{\binom{N+n}{n}}{\binom Nn}-1
=\prod_{k=0}^{n-1}\left(1+\frac{2k+1}{N-k}\right)-1. \label{noise}
\end{equation}
For $N=n$ this returns $\binom{2n}{n}-1$, and $\kappa=1$. The weights, $\kappa$ and $G$ were tested against rational solutions of the normal equations for $M\le4$, $N\le9$.

For a cubic fit ($M=3$) the factors are
\begin{center}
\begin{tabular}{rrrr}
$N$ & $\kappa$ & $\sqrt G$ & $\sum|w_j|$\\
4 & 1.0 & 8.3 & 15.0\\
8 & 7.1 & 2.5 & 5.3\\
16 & 69.2 & 1.3 & 3.6
\end{tabular}
\end{center}
Doubling the window from 4 to 8 cuts the noise factor by 3.4 and raises the truncation factor by 7.1. The next doubling cuts noise by only 1.9 and raises truncation nearly tenfold.

\section{Choosing the window}

Take a vibration $F=A\cos(\omega t+\varphi)$ with phase step $\theta=\omega h$, and set $W=\sum_jw_je^{-i\theta j}$. The truncation error is the real part of $Ae^{i\varphi}(1-W)$. Averaging its square over $\varphi$ and adding the noise gives
\begin{equation}
\varepsilon^2=\tfrac12A^2|1-W|^2+\sigma^2G. \label{total}
\end{equation}
With $z=e^{-i\theta}$, \eqref{diff} means $1-W=(1-z)^n\sum_ib_iz^i$. Hence $|1-W|\le\kappa[2\sin(\theta/2)]^n$ for $0\le\theta\le\pi$, with equality for $N=n$.

At fixed $M$, every factor in \eqref{noise} falls as $N$ grows. Let $N_1$ and $N_2$ minimize \eqref{total} at noise levels $\sigma_1<\sigma_2$. Adding the two inequalities that express these minima cancels the truncation terms and leaves $(\sigma_2^2-\sigma_1^2)[G(N_2)-G(N_1)]\le0$, so $N_2\ge N_1$. More noise never shortens the best window.

For $N\gg n^2$, $\kappa\approx N^nn!/(2n)!$. The product in \eqref{noise} gives $G\approx\sum_k(2k+1)/N=n^2/N$. If also $N\theta\ll1$, then
\begin{equation}
\varepsilon^2\approx T^2N^{2n}+\frac{\sigma^2n^2}{N},\qquad
T=\frac{A\theta^nn!}{\sqrt2\,(2n)!}.
\end{equation}
Setting the derivative to zero, $2nT^2N^{2n-1}=\sigma^2n^2/N^2$, yields
\begin{equation}
N^*=\left(\frac{n\sigma^2}{2T^2}\right)^{1/(2n+1)} .
\end{equation}
At this optimum the noise variance is $2n$ times the squared truncation error. For $n=2$, $\theta=10^{-4}$ and $\sigma/A=3.3\times10^{-4}$ the formula gives 199.2, and a direct search gives 199. Short practical windows lie outside this limit and call for \eqref{total} itself.

Consider $A=0.01$ hartree, a period of 20 fs and $h=0.5$ fs, so that $\theta=2\pi(0.5/20)=0.157$. For $M=3$, $N=4$, the rms truncation error is
\begin{equation}
\frac{0.01}{\sqrt2}\,[2\sin(0.0785)]^4=4.3\times10^{-6}\ \text{hartree}.
\end{equation}
At $\sigma=10^{-7}$ hartree the noise part is $8.3\times10^{-7}$ hartree, and $N=4$ is the best cubic window. At $\sigma=10^{-4}$ hartree the same window would amplify noise to $8.3\times10^{-4}$ hartree. The best cubic window is then $N=11$, with truncation $8.1\times10^{-5}$, noise $1.77\times10^{-4}$ and total
\begin{equation}
\varepsilon=1.95\times10^{-4}\ \text{hartree}=5.3\ \text{meV}.
\end{equation}
Random sampling of phases and noise reproduces this total.

Among the degrees 1, 3 and 5 with $N\le20$, the quintic is best at low noise ($9.5\times10^{-7}$ hartree, $N=9$) and the cubic at high noise. The quintic's best high-noise window is $N=20$, the edge of the search, so this second ranking depends on the limit. If longer windows are allowed, \eqref{total} puts the quintic's optimum at $N=25$ with $1.92\times10^{-4}$ hartree, slightly below the cubic's $1.95\times10^{-4}$. The cubic's practical merit here is that it gets almost the same error from fewer than half as many stored matrices.

\section{When the noise comes from the SCF cycle}

Real SCF errors are not independent. Since $\sum_jw_j=1$, a constant bias passes into the guess undiminished, whatever $N$ is. The guess also influences the next stored error. Suppose that, in one linear error mode, the SCF cycle leaves a fraction $r$ of the guess error. With $e_t$ the stored error and $E_t$ the truncation error at step $t$,
\begin{equation}
e_t=r\Big(\sum_jw_je_{t-j}-E_t\Big). \label{feedback}
\end{equation}
A free solution $e_t\propto\lambda^t$ requires $1=r\sum_jw_j\lambda^{-j}$. If $|\lambda|\ge1$, the right side is at most $|r|\sum|w_j|$ in magnitude. Hence $|r|\sum|w_j|<1$ suffices for stability. For $N=n$ and $r<0$ the limit is sharp: at $\lambda=-1$ the sum is $-(2^n-1)$, so $|r|=1/(2^n-1)$ is marginal. For larger $|r|$ the right side exceeds 1 at $\lambda=-1$ and tends to 0 as $\lambda\to-\infty$, so a real root lies below $-1$ and the error grows. For the four-point cubic this is $1/15$.

A model chain shows the effect. It has six orthonormal sites, numbered $s=0,\dots,5$, and six electrons in three doubly occupied orbitals. Its Fock matrix is the one-electron matrix plus $U=0.08$ hartree times the site occupation per spin on the diagonal. With $t$ in fs, the site energies are $0.05(-1)^s+0.02\cos(2\pi t/25+s)$ hartree, and the hopping from $s$ to $s+1$ is $-0.10[1+0.2\cos(2\pi t/40+s)]$ hartree. The step is 0.5 fs, and 220 steps are counted after 20 starting steps. Each step runs as follows.
\begin{enumerate}
\item Form the guess $\sum_jw_jF(-jh)$ from the stored matrices.
\item Diagonalize it and build the Fock matrix at the new geometry.
\item Repeat until no element changes by more than the threshold, then store the result.
\end{enumerate}
Sampled at every tenth step, the linearized SCF map has an eigenvalue of largest magnitude $-0.37$. With a purely repulsive on-site term none of its eigenvalues is positive. In molecular Hartree--Fock the exchange term also allows $r>0$, and practical codes use convergence acceleration rather than this plain iteration, so the iteration counts below belong to this model only.

Guess errors below are the largest element error of each step, taken as an rms over steps. At a threshold of $10^{-9}$ hartree, truncation governs. Reusing the last matrix gives $2.3\times10^{-3}$ hartree and about 13 iterations on average. The four-point cubic gives $4.5\times10^{-6}$ and 7.8, the six-point quintic $8.6\times10^{-8}$ and 4.5. Lengthening the cubic window to 8 raises the error to $3.2\times10^{-5}$ hartree, a factor of about 7, close to $\kappa=7.07$.

At a threshold of $10^{-4}$ hartree the order changes:
\begin{center}
\begin{tabular}{rrrr}
$M$ & $N$ & guess error (hartree) & iterations\\
0 & 1 & $2.3\times10^{-3}$ & 3.42\\
1 & 2 & $2.9\times10^{-4}$ & 2.00\\
3 & 4 & $1.0\times10^{-4}$ & 1.58\\
3 & 8 & $2.9\times10^{-5}$ & 1.00\\
5 & 6 & $4.9\times10^{-4}$ & 2.72\\
5 & 12 & $5.8\times10^{-5}$ & 1.22
\end{tabular}
\end{center}
The six-point quintic, the best choice before, now does worse than the straight line. Its truncation error is still $8.6\times10^{-8}$ hartree, so nearly all of its guess error is amplified SCF residue. The eight-point cubic needs one iteration per step.

At the sampled step where its magnitude is largest, one iteration leaves $r=-0.37$ in the slowest mode, beyond the limit $1/15$ of the four-point cubic. With this $r$ held constant, a fixed single iteration would be unstable for that rule in the linear model; the threshold checks the growth by demanding further iterations. For the eight-point cubic $|r|\sum|w_j|\approx2$, so the sufficient condition fails as well, yet the run stays bounded. The condition guarantees stability when it holds and decides nothing when it does not; the roots $\lambda$ decide. At $r=-0.37$ those of the eight-point cubic have modulus at most 0.97, and the rule stays linearly stable only for about $-0.41<r<0.34$.

The eight-point cubic also has a guess error slightly below its pure truncation error, $2.9$ against $3.2\times10^{-5}$ hartree. Independent noise would on average raise it. Equation \eqref{feedback} suggests a reason. If $E_t$ varies slowly over the window, then $e\approx r(e-E)$, so $e=-rE/(1-r)$ and the guess error is $e-E=-E/(1-r)$. For negative $r$ this is smaller than $E$ in magnitude, and for positive $r$ larger. With $r=-0.37$ alone it would give $2.3\times10^{-5}$ hartree. The truncation error also lies in modes of smaller $|r|$, each reduced by its own factor, and the full linearized map gives $2.9\times10^{-5}$ hartree.

The density constraint behaves as argued at the start. With the four-point cubic and tightly converged data, the largest element of $P^2-P$ reaches $7.7\times10^{-6}$ when $P$ itself is extrapolated, and stays at rounding level when $P$ comes from the extrapolated Fock matrix.

The scheme presupposes equal time steps and a smoothly followed SCF solution. Unequal steps need the actual times in $V$. If the solution jumps to another branch, or occupied and empty levels cross, $F(t)$ is no longer smooth and \eqref{trunc} does not apply; the history should then be restarted. The window searches up to $N=20$ and the chain runs are listed in the numerical output below.

\section*{Computed results}
\begin{verbatim}
weights M=1 N=4: 1 1/2 0 -1/2
weights M=3 N=6: 8/3 -4/3 -4/3 1/3 4/3 -2/3
Degree M=3: window, truncation factor, noise factor, sum|w|
 N= 4 kappa=  1.000 sqrt(G)= 8.307 sum|w|= 15.000
 N= 6 kappa=  3.000 sqrt(G)= 3.606 sum|w|=  7.667
 N= 8 kappa=  7.071 sqrt(G)= 2.464 sum|w|=  5.286
 N=12 kappa= 26.000 sqrt(G)= 1.636 sum|w|=  4.192
 N=16 kappa= 69.214 sqrt(G)= 1.289 sum|w|=  3.632
Oscillation: A=0.01 Eh, period=20.0 fs, h=0.5 fs, theta=0.15708 rad
Best N up to 20; rms errors in Eh
 sigma=1e-07 M=1 N= 2 trunc=1.74e-04 noise=2.24e-07 total=1.74e-04
 sigma=1e-07 M=3 N= 4 trunc=4.29e-06 noise=8.31e-07 total=4.37e-06
 sigma=1e-07 M=5 N= 9 trunc=5.66e-07 noise=7.65e-07 total=9.52e-07
 sigma=1e-04 M=1 N= 2 trunc=1.74e-04 noise=2.24e-04 total=2.83e-04
 sigma=1e-04 M=3 N=11 trunc=8.08e-05 noise=1.77e-04 total=1.95e-04
 sigma=1e-04 M=5 N=20 trunc=2.42e-05 noise=2.22e-04 total=2.24e-04
 M=3, sigma=1e-4 Eh: total=5.297 meV
 same case, random sampling: total=1.95e-04 Eh
Long window M=1 theta=1e-04 sigma/A=3.3e-04: N*=199.2, search 199
Chain: 6 sites, 6 electrons, U=0.08 Eh, hopping=0.1 Eh, stagger=0.05 Eh
 hopping modulation 0.2 (fraction), 40.0 fs; site 0.02 Eh, 25.0 fs
 h=0.5 fs, 240 steps, first 20 not counted; SCF factor=-0.372
Rms over steps of largest element error (Eh); stored = maximum
 tol=1e-04 M=0 N= 1 guess=2.3e-03 trunc=2.3e-03 stored=2.3e-05 iter=3.42
 tol=1e-04 M=1 N= 2 guess=2.9e-04 trunc=2.8e-04 stored=2.2e-05 iter=2.00
 tol=1e-04 M=3 N= 4 guess=1.0e-04 trunc=4.5e-06 stored=2.7e-05 iter=1.58
 tol=1e-04 M=3 N= 8 guess=2.9e-05 trunc=3.2e-05 stored=2.2e-05 iter=1.00
 tol=1e-04 M=5 N= 6 guess=4.9e-04 trunc=8.6e-08 stored=2.6e-05 iter=2.72
 tol=1e-04 M=5 N=12 guess=5.8e-05 trunc=1.7e-06 stored=2.7e-05 iter=1.22
 tol=1e-09 M=0 N= 1 guess=2.3e-03 trunc=2.3e-03 stored=2.6e-10 iter=13.05
 tol=1e-09 M=1 N= 2 guess=2.8e-04 trunc=2.8e-04 stored=2.7e-10 iter=11.47
 tol=1e-09 M=3 N= 4 guess=4.5e-06 trunc=4.5e-06 stored=2.7e-10 iter=7.83
 tol=1e-09 M=3 N= 8 guess=3.2e-05 trunc=3.2e-05 stored=2.7e-10 iter=9.51
 tol=1e-09 M=5 N= 6 guess=8.6e-08 trunc=8.6e-08 stored=2.6e-10 iter=4.54
 tol=1e-09 M=5 N=12 guess=1.7e-06 trunc=1.7e-06 stored=2.6e-10 iter=6.97
Max |PP-P|, M=3 N=4: density extrapolated 7.7e-06, Fock extrapolated 1.2e-15
\end{verbatim}
